# Growth Stress from Atom Insertion at Grain Boundaries: the Chason Model

## 1. The form of the answer

A polycrystalline film grows on a thick substrate. Where two grains meet, each new layer of grain boundary, of height \(a\), starts in tension at a stress \(\sigma_T\). While it lies at the surface, adatoms can enter it and push the grains apart, which lowers the stress towards a limit \(\sigma_C\). The next layer then buries it. If the top of the boundary rises at speed \(v\), the layer is open for a time \(a/v\).

Suppose that the excess stress \(\sigma-\sigma_C\) obeys a linear first-order law whose rate depends on the current stress alone and whose coefficients do not change with time. In a time \(t\) it shrinks by a factor \(f(t)\) that depends neither on its size nor on the starting moment. Two successive intervals therefore give

\[
f(t_1+t_2)=f(t_1)f(t_2).
\]

Differentiating with respect to \(t_1\) at \(t_1=0\) gives \(f'(t)=f'(0)f(t)\). With \(f(0)=1\) and \(f'(0)=-1/\tau\), the solution is \(f=e^{-t/\tau}\).

The scaling of \(\tau\) follows from counting. Hops into a boundary site occur at a rate proportional to \(D/a^2\), where \(D\) is a diffusivity. One atom per site widens a grain of width \(L\) by \(a\), a strain \(a/L\). Hence \(1/\tau\propto(D/a^2)(a/L)=D/(aL)\). Multiplication by \(a/v\) removes \(a\), and, if the mean strain sets the drive for insertion, the frozen-in stress has the form

\[
\sigma=\sigma_C+(\sigma_T-\sigma_C)\,e^{-\beta D/(Lv)},
\tag{1}
\]

with \(\beta\) dimensionless. The microscopic model must supply \(\beta\), \(\sigma_C\) and the condition for linearity.

## 2. Assumptions and signs

Tension is positive. The grains are square columns of fixed width \(L\), and the film is elastically homogeneous and isotropic, with Young's modulus \(E\), Poisson ratio \(\nu\) and biaxial modulus \(M=E/(1-\nu)\). An atom occupies \(\Omega=a^3\).

The surface has a fixed adatom coverage \(C_s\), the fraction of occupied sites, and a fixed chemical potential \(\delta\mu_s\) above that of the stress-free solid. The supply of adatoms is ample. The effective diffusivity \(D\) describes transfer from the surface into the boundary; a barrier at the entrance is included in it. A buried layer exchanges no more atoms. The initial stress \(\sigma_T\), produced when facing surfaces join, is an input.

## 3. How insertion changes the stress

Let \(n\) be the number of inserted atoms per boundary site in one layer. Each boundary gains a mean width \(na\), and there is one boundary per length \(L\) in each in-plane direction. The mean inserted strain is therefore

\[
\bar e=\frac{na}{L}
\]

in both directions. The substrate prevents any mean lateral expansion, so at each depth the lateral average of the total in-plane strain is zero. The elastic strain is the total strain minus the inserted strain, and its average is \(-\bar e\).

The mean normal stress follows from vertical force balance,

\[
\partial_x\sigma_{xz}+\partial_y\sigma_{yz}+\partial_z\sigma_{zz}=0.
\]

Averaged over a lateral period, the first two terms vanish. Thus \(\langle\sigma_{zz}\rangle\) does not depend on depth, and since it is zero at a flat free surface, it is zero throughout the film. With equal mean stresses \(\Delta\sigma\) along \(x\) and \(y\), Hooke's law reads

\[
-\bar e=\frac{\Delta\sigma-\nu\Delta\sigma}{E}
\quad\Longrightarrow\quad
\Delta\sigma=-M\bar e .
\]

The mean stress of the layer is then

\[
\sigma=\sigma_T-\frac{Ma}{L}\,n .
\tag{2}
\]

The argument holds depth by depth: insertion in one layer does not alter the mean stress of the layers below it.

The local stress is another matter. Consider a plane-strain finite-element film with twelve square cells per grain width, 36 cell layers, \(\nu=0.3\), a fixed base and a free top. Material is inserted in one cell column, which represents the boundary. If it is inserted in the top layer alone, the stress normal to the boundary in that cell is 3.7 times the layer mean, a value that belongs to this mesh: dividing each cell edge by two and by four, with the stress averaged over the same region, gives 3.1 and 2.9, and the continuum value is about 2.8. If every layer receives the same insertion, the ratio at the top is 1.00.

The model uses the mean stress (2) to drive further insertion. This is a mean-field closure: elasticity justifies (2) as an average, but does not make the stress at the boundary equal to it in a layer that is still filling. The difference is large for wide grains. In an elastic half-space, with insertion in the top layer alone and the stress averaged over a boundary cell of width and height \(a\), the ratio for one family of boundaries in plane strain grows nearly in proportion to \(L/a\) and is about 43 at \(L/a=200\); with both families, relative to the biaxial mean (2), it is about 34. A law driven by this local stress would relax the stress at the boundary faster, and the starting stress there would depend on the layers below. With the parameters of Section 8 and a linear law, the mean stress of a first layer would then stall near 95.5 MPa, while in steady growth the layers would reach \(\sigma_C\) already at 3 nm/s. The exponential form, the dependence on \(L\) and the stresses computed below are therefore results of the closure, not of elasticity alone.

## 4. The driving force

For equal in-plane stresses and no normal stress, the strain is \(\sigma/M\) in each direction. The elastic energy density is \(\tfrac12(\sigma\cdot\sigma/M+\sigma\cdot\sigma/M)=\sigma^2/M\), and in the mean-field closure a layer of one grain stores

\[
W=L^2a\,\frac{\sigma^2}{M}.
\]

Each grain has four sides, each shared with a neighbour, so it owns two boundary segments with \(L/a\) sites each. The number of inserted atoms per grain and layer is \(N=2Ln/a\). From (2),

\[
\frac{d\sigma}{dN}=-\frac{Ma}{L}\,\frac{a}{2L}=-\frac{Ma^2}{2L^2},
\]

\[
\frac{dW}{dN}=\frac{2L^2a\sigma}{M}\left(-\frac{Ma^2}{2L^2}\right)=-\sigma a^3=-\sigma\Omega .
\]

In tension, insertion releases elastic energy; in compression it costs energy. The atom also gives up its surface excess \(\delta\mu_s\). The total free-energy drop per inserted atom is

\[
\Delta\mu=\delta\mu_s+\sigma\Omega=(\sigma-\sigma_C)\Omega,
\qquad
\sigma_C=-\frac{\delta\mu_s}{\Omega}.
\tag{3}
\]

The compressive limit is thus the stress at which boundary and surface are in equilibrium. It requires \(\delta\mu_s>0\): with no surface excess, insertion would remove the tension and stop at zero stress.

## 5. The rate law and its full solution

Atoms enter a boundary site at the rate \(C_sD/a^2\). Detailed balance requires the ratio of outward to inward rates to be \(e^{-\Delta\mu/k_BT}\). Here \(\Delta\mu\) contains no configurational entropy of the inserted atoms, filled sites do not block entry, and the outward rate does not vanish at \(n=0\). Detailed balance fixes only the ratio of the rates. The model places the whole factor in the outward rate, so that

\[
\frac{dn}{dt}=\frac{C_sD}{a^2}\left(1-e^{-\Delta\mu/k_BT}\right).
\tag{4}
\]

Define the dimensionless drive \(x=(\sigma-\sigma_C)\Omega/k_BT\), with initial value \(x_0=(\sigma_T-\sigma_C)\Omega/k_BT\). Since \(d\sigma/dt=-(Ma/L)\,dn/dt\),

\[
\frac{dx}{dt}=-\frac{\Omega}{k_BT}\,\frac{Ma}{L}\,\frac{C_sD}{a^2}\left(1-e^{-x}\right)
=-\frac{1-e^{-x}}{\tau},
\]

\[
\frac1\tau=\frac{M\Omega}{k_BT}\,\frac{C_sD}{aL}.
\]

The substitution \(y=e^x-1\) makes this equation linear:

\[
\frac{dy}{dt}=e^x\frac{dx}{dt}=-\frac{e^x-1}{\tau}=-\frac y\tau .
\]

Hence \(y=y_0e^{-t/\tau}\). Burial stops the evolution at \(t=a/v\), where

\[
\frac{a}{v\tau}=\frac{\beta D}{Lv},
\qquad
\beta=\frac{C_sM\Omega}{k_BT}.
\tag{5}
\]

With \(q=e^{-\beta D/(Lv)}\), the frozen-in stress is

\[
\sigma=\sigma_C+\frac{k_BT}{\Omega}\ln\!\left[1+(e^{x_0}-1)q\right].
\tag{6}
\]

This solves the rate law (4) without restriction on \(x_0\). Mobility, speed and grain width still enter through \(D/(Lv)\), but the transition is not a pure exponential.

## 6. Weak and strong driving

For \(x_0\ll1\), expand \(e^{x_0}-1=x_0+x_0^2/2+\dots\), and then the logarithm to second order:

\[
\begin{aligned}
x&=q\left(x_0+\frac{x_0^2}{2}\right)-\frac{q^2x_0^2}{2}+O(x_0^3)\\
&=qx_0+\frac{x_0^2}{2}\,q(1-q)+O(x_0^3).
\end{aligned}
\tag{7}
\]

The first term is equation (1), with \(\beta\) and \(\sigma_C\) now known. Its condition is

\[
(\sigma_T-\sigma_C)\Omega\ll k_BT .
\]

Divided by \(x_0\), the second term gives the leading error of the exponential relative to the stress span \(\sigma_T-\sigma_C\). It is largest at \(q=1/2\), where it equals \(x_0/8\).

The sign of the error does not depend on the expansion. The logarithm is concave, so for \(0\le q\le1\)

\[
\ln\!\left[(1-q)\cdot1+q\,e^{x_0}\right]\ge(1-q)\ln1+q\ln e^{x_0}=qx_0 .
\]

The full law is never less tensile than the exponential. The reason is that \(1-e^{-x}\le x\): the linear law overestimates the net insertion rate when \(x>0\). This sign, and the quadratic term in (7), belong to the choice made in (4). If the factor is shared equally between the two rates, the net rate is \(2\sinh(x/2)=x+x^3/24+\dots\), the quadratic term is absent and the error changes sign.

The opposite limit is strong driving throughout the exposure, \(e^{x_0}\gg1\) and \(e^{x_0}q\gg1\). Both units in (6) can then be dropped, which leaves \(x\simeq x_0+\ln q\), or

\[
\sigma\simeq\sigma_T-\frac{k_BT}{\Omega}\,\frac{\beta D}{Lv}
=\sigma_T-\frac{C_sMD}{Lv}.
\]

Atoms now enter and hardly any leave, so the stress falls in proportion to the exposure time. The approximation ends when \(x\) becomes comparable with one.

## 7. What controls the transition

In steady growth the boundary top keeps pace with the surface, so \(v=R\), the growth speed. For fast growth, low mobility or wide grains, the exponent is small and (1) gives

\[
\sigma\simeq\sigma_T-(\sigma_T-\sigma_C)\frac{\beta D}{LR}.
\]

The layer is buried before much material enters. For slow growth, high mobility or narrow grains, the exponential vanishes and \(\sigma\to\sigma_C\). Narrow grains relax faster because one inserted atom per site produces a larger strain \(a/L\).

When \(\sigma_T>0>\sigma_C\), the stress passes through zero at a speed \(R_0\). Setting \(\sigma=0\) in (1) gives \(e^{-\beta D/(LR_0)}=-\sigma_C/(\sigma_T-\sigma_C)\), hence

\[
R_0=\frac{\beta D/L}{\ln\!\left[(\sigma_T-\sigma_C)/(-\sigma_C)\right]}.
\tag{8}
\]

For the full law, zero stress means \(x=\delta\mu_s/k_BT\). Equation (6) then requires \((e^{x_0}-1)q=e^{\delta\mu_s/k_BT}-1\), and

\[
R_0^{\rm full}=\frac{\beta D/L}{\ln\!\left[(e^{x_0}-1)/(e^{\delta\mu_s/k_BT}-1)\right]}.
\tag{9}
\]

These trends hold for fixed inputs. If \(\sigma_T\) varies with \(L\), that function must be inserted, and wider grains need not be more tensile. If the deposition flux sets the coverage so that \(C_s=\alpha R\), with \(\alpha\) constant, then

\[
\frac{\beta D}{LR}=\frac{\alpha M\Omega D}{k_BTL},
\]

and the growth speed drops out of the exponent. At fixed \(\sigma_C\), the predicted rate dependence therefore rests on a coverage that does not simply follow the flux. A changing coverage also changes \(\delta\mu_s\), for ideal adatoms by \(k_BT\) times the logarithm of the coverage ratio. This shifts \(\sigma_C\), so the stress can still depend on the growth speed. The shift can dominate. For the film of Section 8 it is −814 MPa per decade of coverage, against a span of 151 MPa, and with \(C_s\propto R\) law (4) gives 4.9 MPa at 1 nm/s but −167 MPa at 3 nm/s, the reverse of the trend at fixed coverage.

## 8. A worked case

The following round parameters describe a model film, not a named material:

- \(a=0.25\) nm, \(L=50\) nm, \(M=100\) GPa, \(T=400\) K
- \(\sigma_T=100\) MPa, \(\delta\mu_s=5\) meV
- \(C_s=10^{-4}\), \(D=2000\ \mathrm{nm^2/s}\)

The atomic volume is \(0.25^3=0.015625\ \mathrm{nm^3}\), and (3) gives \(\sigma_C=-51.27\) MPa. The span is \(100+51.27=151.27\) MPa. The thermal energy is 34.469 meV, so the stress scale \(k_BT/\Omega\) is \((34.469/5)\times51.27=353.4\) MPa. Therefore

\[
x_0=\frac{151.27}{353.4}=0.428,
\qquad
\beta=10^{-4}\times\frac{10^5}{353.4}=0.0283 .
\]

The speed at which the exponent equals one is

\[
\frac{\beta D}{L}=\frac{0.02829\times2000}{50}=1.132\ \text{nm/s}.
\]

At \(R=1\) nm/s the exponent is 1.132, and (1) gives \(-51.27+151.27\,e^{-1.132}=-2.5\) MPa. Other speeds give:

| \(R\) (nm/s) | Exponential (MPa) | Full law (MPa) |
|---:|---:|---:|
| 0.1 | −51.3 | −51.3 |
| 0.3 | −47.8 | −47.0 |
| 1 | −2.5 | 4.9 |
| 3 | 52.5 | 59.0 |
| 10 | 83.8 | 86.6 |

At 1 nm/s the two laws differ in sign. This speed lies between their zero-stress speeds. Equation (8) gives \(R_0=1.132/\ln(151.27/51.27)=1.046\) nm/s, while (9) gives 0.920 nm/s. A modest error in stress can thus decide the sign near the transition. The outcome depends on the split of the detailed-balance factor: an equal split gives −2.7 MPa at 1 nm/s and a zero-stress speed of 1.049 nm/s.

The largest error of the exponential is 5.34 % of the span, close to \(x_0/8=5.35\) %. For a span of 1 GPa at the same \(\Omega\) and \(T\), \(x_0=2.83\) and the largest error is 32 % of the span. If (4) describes the kinetics, the full law is then needed. With an equal split of the detailed-balance factor the error is only about 6 % and has the opposite sign.

Halving \(L\) to 25 nm at 1 nm/s doubles the exponent and changes the exponential result from −2.5 to −35.5 MPa. Doubling \(D\) has the same effect. Doubling \(L\) or halving \(D\) gives 34.6 MPa. In all these cases \(\sigma_T\) is held fixed.

The amount of inserted material is small. At 1 nm/s, equation (2) with the exponential stress gives

\[
n=\frac{(100+2.49)\times50}{10^5\times0.25}=0.205 .
\]

A layer of one grain contains \((L/a)^2\) atoms, so the inserted fraction is \(N/(L/a)^2=2na/L=0.002\). A small fraction is necessary for an ample supply, but does not prove it: adatoms must also reach the boundary fast enough to maintain \(C_s\). A grain holds about 4 adatoms, while about 82 atoms are inserted per layer. During the adatom lifetime \(C_sa/R\), a diffusivity equal to \(D\) would carry an atom only about 0.2 nm, so the surface diffusivity must be far larger than the effective \(D\).

Equation (4) treats \(n\) as continuous, whereas one atom changes the stress of a grain's layer by \(Ma^2/(2L^2)=1.25\) MPa. A master equation for integer \(N\) includes this discreteness. Its inward rate is \((2L/a)C_sD/a^2\), and its outward rates follow from the free-energy differences between successive values of \(N\). Solved with a matrix exponential, it gives a mean stress of 4.8 MPa at 1 nm/s, against 4.9 MPa from (6). This calculation lets \(N\) become negative, meaning that atoms of the boundary itself may leave; with \(N\ge0\) enforced the mean is 3.8 MPa. Discreteness changes the mean stress by about 1 MPa or less here.

## 9. From coalescence to steady growth

Just after islands touch, the boundary rises faster than the island surface advances. A simple geometry shows the effect. Let parallel cylindrical islands, centred on the substrate and a distance \(L\) apart, have radius \(r=Rt\). They touch when \(r=L/2\). Afterwards the boundary height satisfies

\[
h^2=R^2t^2-\frac{L^2}{4}.
\]

Differentiation gives \(2h\,dh/dt=2R^2t\). Since \(Rt=\sqrt{h^2+L^2/4}\),

\[
v=\frac{dh}{dt}=R\sqrt{1+\frac{L^2}{4h^2}} .
\tag{10}
\]

The speed diverges at first contact and tends to \(R\) for \(h\gg L\). Inserted in (1), it gives

\[
\sigma(h)=\sigma_C+(\sigma_T-\sigma_C)
\exp\!\left[-\frac{\beta D}{LR}\,\frac{h}{\sqrt{h^2+L^2/4}}\right].
\tag{11}
\]

This uses the cylinders for the speed alone and keeps the flat-film elasticity of Section 3, which is an approximation while the surface is deeply grooved. It also requires \(h\gg a\), so that \(v\) hardly changes while one layer is deposited.

The stress starts near \(\sigma_T\) and falls as the boundary slows down. By (8), the logarithm needed for zero stress equals \(\beta D/(LR_0)\). The condition \(\sigma(h_0)=0\) is therefore

\[
\frac{h_0}{\sqrt{h_0^2+L^2/4}}=\frac{R}{R_0}.
\]

Squaring and collecting \(h_0^2\) gives

\[
h_0=\frac L2\,\frac{R/R_0}{\sqrt{1-(R/R_0)^2}} .
\tag{12}
\]

A solution exists for \(R<R_0\). Within (11), faster growth leaves the film tensile at every thickness; with the full law the threshold is \(R_0^{\rm full}\) instead.

For \(R=0.5\) nm/s, \(R/R_0=0.478\) and \(h_0=25\times0.478/\sqrt{1-0.478^2}=13.6\) nm. The exponential law gives 45.8 MPa at \(h=5\) nm, −31.3 MPa at 50 nm and −35.3 MPa at 200 nm. The steady value is −35.5 MPa.

The last part of this approach is algebraic in thickness. For \(h\gg L\), \(h/\sqrt{h^2+L^2/4}\simeq1-L^2/(8h^2)\), and expansion of the exponential in (11) gives

\[
\sigma(h)-\sigma(\infty)\simeq(\sigma_T-\sigma_C)\,
\frac{\beta D}{LR}\,e^{-\beta D/(LR)}\,\frac{L^2}{8h^2}.
\]

The transition is thus exponential in \(D/(Lv)\), not in film thickness.

The film force per unit width, counted over the boundary height, is \(F(h)=\int_0^h\sigma(h')\,dh'\). Later insertion leaves the mean stress of buried layers unchanged, so \(dF/dh=\sigma(h)\). The force rises while new layers are tensile, peaks at \(h_0\), and then falls. Just beyond the peak the film as a whole still pulls on the substrate, although each new layer is already compressive.
